# Vacancy correlation factor for an impurity in a bcc crystal

## What has to be decided

Suppose the vacancy formation energy, the vacancy-impurity binding energy and the barrier for their exchange have been calculated for a bcc metal. An impurity diffusion coefficient still needs a correlation factor \(f\). The practical decision is whether to insert the pure-crystal value or to calculate more barriers, namely those for the jumps that carry the vacancy away from the impurity. In the example below, the pure-crystal value would make the diffusion coefficient at 700 K 2.7 times too large.

The result that settles the matter is

\[
f=\frac{7Fw_3}{2w_2+7Fw_3}.
\]

Here \(w_2\) is the vacancy-impurity exchange rate and \(w_3\) is the rate of each dissociative jump. The number \(F\) accounts for vacancies that leave and come back.

## The model

Place the impurity at the origin and measure positions in units of \(a/2\), where \(a\) is the cubic lattice constant. The eight first neighbours are \((\pm1,\pm1,\pm1)\), and every vacancy jump has one of these displacements. A vacancy at \(\mathbf r_1=(1,1,1)\) can exchange with the impurity or make seven other jumps:

- three to second neighbours, such as \((2,0,0)\);
- three to third neighbours, such as \((2,2,0)\);
- one to the fifth neighbour \((2,2,2)\).

None of the seven ends on another first neighbour, so all are dissociative. Each has rate \(w_3\). Each reverse jump has rate \(w_4\), and all remaining vacancy jumps have the host rate \(w_0\).

All vacancy sites outside the first shell are given the same energy. If \(E_b>0\) is the binding energy in the first shell, equal forward and backward traffic in equilibrium requires

\[
e^{E_b/kT}w_3=w_4,\qquad \frac{w_3}{w_4}=e^{-E_b/kT}.
\]

Vacancies are dilute. One that escapes for good is eventually replaced by another, whose direction of arrival is uncorrelated with earlier impurity jumps.

## From jump directions to a correlation factor

Let the impurity make \(N\) jumps \(\mathbf s_i\), all of length \(s\). Squaring their sum gives

\[
\langle R^2\rangle=Ns^2+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .
\]

For large \(N\), about \(N\) pairs have each fixed separation \(n=j-i\). Dividing by the uncorrelated value \(Ns^2\) gives

\[
f=1+2\sum_{n=1}^{\infty}\langle\cos\theta_n\rangle ,
\]

where \(\theta_n\) is the angle between a jump and the \(n\)th jump after it.

After a jump \(\mathbf s_1\), the vacancy sits directly behind the impurity. This arrangement has a threefold axis along \(\mathbf s_1\). A mean vector unchanged by a threefold rotation must lie along the axis, so the mean next jump is \(t\mathbf s_1\). A permanently lost vacancy contributes zero to this mean.

Each impurity jump fixes the new relative position of the vacancy, so the argument can be repeated from jump to jump. The mean \(n\)th later jump is \(t^n\mathbf s_1\), and therefore

\[
f=1+2\sum_{n=1}^{\infty}t^n
=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.
\]

It remains to find \(t\).

## First case: no vacancy returns

Let \(T\) be the mean cosine between the direction from the impurity to the vacancy now and the direction of the next impurity jump. The impurity jumps towards the vacancy, so an immediate exchange contributes \(+1\) to \(T\). Immediately after an impurity jump the vacancy lies in the direction \(-\mathbf s_1\), hence \(t=-T\).

If every dissociative jump removed the vacancy for good, exchange would simply compete with seven exits:

\[
T=\frac{w_2}{w_2+7w_3},\qquad
f=\frac{1-T}{1+T}=\frac{7w_3}{2w_2+7w_3}.
\]

With \(w_2=w_3\) this gives \(7/9\), or 0.778. Returning vacancies must change this value, because some reappear near the site they left and can reverse the previous impurity jump.

## Generalization: returns with a direction

Let \(R(j\to k)\) be the probability that a vacancy released at outside site \(j\) first re-enters the shell at site \(k\). A return to the departure site restores the full directional memory. A return elsewhere restores a fraction equal to the cosine between the two sites. Averaging over the seven equally likely exits defines \(F\):

\[
1-F=\frac17\sum_{j=1}^{7}\sum_{k=1}^{8}
R(j\to k)\,\frac{\mathbf r_k\cdot\mathbf r_1}{3}.
\]

The 3 is the squared length of a first-neighbour vector. Thus \(F\) is an effective escape factor. It is larger than the plain probability of never returning, because a return to a different site on the near side restores only part of the directional memory, and a return on the far side counts negatively in \(1-F\).

From any shell site \(\mathbf r_k\), the mean next jump direction is \(T\) times the unit vector along \(\mathbf r_k\). The first event is either an exchange or a dissociation, so

\[
T=\frac{w_2}{w_2+7w_3}
+\frac{7w_3}{w_2+7w_3}(1-F)T .
\]

Multiply by \(w_2+7w_3\) and collect the terms in \(T\):

\[
T\,[w_2+7w_3-7w_3(1-F)]=w_2,
\qquad T=\frac{w_2}{w_2+7Fw_3}.
\]

Substitution in \(f=(1-T)/(1+T)\) gives

\[
f=\frac{(w_2+7Fw_3)-w_2}{(w_2+7Fw_3)+w_2}
=\frac{7Fw_3}{2w_2+7Fw_3}.
\]

This is the required formula. After the vacancy has left the shell, its path up to re-entry involves \(w_0\) and \(w_4\) but neither \(w_2\) nor \(w_3\). Path probabilities depend on rate ratios, so \(F\) is a function of \(w_4/w_0\).

Two limits show what the formula does. For \(w_2\ll w_3\) the vacancy usually leaves before exchanging, and \(f\to1\). For \(w_2\gg w_3\) the pair exchanges back and forth many times, and

\[
w_2f\to\frac{7F}{2}w_3 .
\]

Diffusion is then controlled by dissociation, and a faster exchange no longer helps.

## A hand estimate and two limits for \(F\)

Set \(w_4=w_0\), so that each outside jump has probability \(1/8\). First count only vacancies that return on their very next jump.

- From \((2,0,0)\), four shell sites are accessible. Their vectors sum to \((4,0,0)\), which contributes \((1/8)(4/3)=1/6\).
- From \((2,2,0)\), two are accessible. Their sum is \((2,2,0)\), which also contributes \((1/8)(4/3)=1/6\).
- From \((2,2,2)\), one is accessible, contributing \(1/8\).

With multiplicities 3, 3 and 1,

\[
7(1-F)\approx\frac36+\frac36+\frac18=\frac98,
\qquad F\approx\frac{47}{56}\approx0.839 .
\]

Longer return paths are missing, so this is an estimate only.

The limits in \(w_4/w_0\) are also accessible by hand. If \(w_4/w_0\to0\), the vacancy wanders away before it re-enters, because a three-dimensional walk has a finite chance of never coming back to a given neighbourhood. Then \(F\to1\), the first case above.

If \(w_4/w_0\to\infty\), the vacancy re-enters at once, choosing equally among the accessible shell sites. The mean entry vectors are \((1,0,0)\), \((1,1,0)\) and \((1,1,1)\) for the three kinds of exit, with projected cosines \(1/3\), \(2/3\) and 1. Hence

\[
7(1-F)=3\cdot\frac13+3\cdot\frac23+1=4,
\qquad F=\frac37 .
\]

Even immediate return leaves \(F\) above zero, because the vacancy can re-enter at a different site and so lose part of its directional memory.

## All return paths for \(w_4=w_0\)

To include every path, define \(u(\mathbf r)\) as the mean \(x\) coordinate of the re-entry site, with zero assigned to vacancies that never return. On the shell, \(u=x_k=\pm1\). Outside it, the eight equally likely next jumps give

\[
u(\mathbf r)=\frac18\sum_{\mathbf d}u(\mathbf r+\mathbf d),
\]

and \(u\to0\) far away. The seven exits from \(\mathbf r_1\) together have threefold symmetry, so their summed mean entry vector is parallel to \(\mathbf r_1\). By the definition of \(F\) it equals \(7(1-F)\mathbf r_1\). Its \(x\) component is

\[
\sum_{j=1}^{7}u(\mathbf r_j)=7(1-F).
\]

Introduce the Green function \(G\) of the random walk, which vanishes at infinity and obeys

\[
G(\mathbf r)-\frac18\sum_{\mathbf d}G(\mathbf r+\mathbf d)
=\delta_{\mathbf r,0}.
\]

The function

\[
u(\mathbf r)=A\sum_{k=1}^{8}x_kG(\mathbf r-\mathbf r_k)
\]

satisfies the outside equation. It is odd in \(x\) and even in \(y\) and \(z\), so its shell values are proportional to \(x_k\), and \(A\) can be chosen to make them equal to \(x_k\). Oddness also gives \(u(0)=0\).

Now apply the Green-function equation at \(\mathbf r_1\), where the source is \(Ax_1=A\). Of the eight neighbours, the origin contributes zero and the others contribute \(7(1-F)\):

\[
1-\frac{7(1-F)}8=A,
\qquad 7F=8A-1 .
\]

To find \(A\), write

\[
G(\mathbf r)=\left\langle
\frac{e^{i\mathbf q\cdot\mathbf r}}{1-\lambda}
\right\rangle,\qquad
\lambda=\cos q_x\cos q_y\cos q_z .
\]

The brackets average each angle over \(2\pi\). The condition \(u(\mathbf r_k)=x_k\), multiplied by \(x_k\) and averaged over the eight shell sites, becomes

\[
\frac1A=\frac18\left\langle
\frac{\left|\sum_kx_ke^{i\mathbf q\cdot\mathbf r_k}\right|^2}
{1-\lambda}\right\rangle .
\]

The sum factorizes into \(2i\sin q_x\), \(2\cos q_y\) and \(2\cos q_z\). Its squared magnitude is \(64\sin^2q_x\cos^2q_y\cos^2q_z\), so \(1/A=8J\) with

\[
J=\left\langle\frac{\sin^2q_x\cos^2q_y\cos^2q_z}
{1-\lambda}\right\rangle,\qquad
F=\frac{1-J}{7J}.
\]

## Evaluating the number

Expand \(1/(1-\lambda)\) as \(\sum_m\lambda^m\). Odd powers average to zero. For even powers use

\[
c_n=\langle\cos^{2n}q\rangle=\frac1{4^n}\binom{2n}{n},
\qquad c_{n+1}=\frac{2n+1}{2n+2}c_n .
\]

It follows that \(\langle\sin^2q\cos^{2n}q\rangle=c_n-c_{n+1}=c_n/(2n+2)\), and

\[
J=\sum_{n=0}^{\infty}\frac{c_nc_{n+1}^2}{2n+2}
=0.12500+0.01758+0.00610+0.00292+\cdots .
\]

The first term alone gives \(F=1\), the no-return value. For large \(n\), \(c_n\approx1/\sqrt{\pi n}\), so the terms fall as \(n^{-5/2}\). Summing 200,000 terms and adding the leading integral estimate of the remainder gives \(J=0.1579474\). Therefore

\[
F=\frac{1-0.1579474}{7(0.1579474)}=0.7616\approx0.762 .
\]

In the pure crystal all four rates are equal. Then \(7F=5.331\) and

\[
f_0=\frac{7F}{2+7F}=\frac{5.331}{7.331}=0.727 .
\]

The value 0.762 belongs to \(F\), not to the pure-crystal correlation factor. It requires \(w_4=w_0\), but it does not require \(w_2\) or \(w_3\) to equal \(w_0\).

For other ratios I solved the linear equations of the outside walk in cubes of half-width 16 and 28, in units of \(a/2\), with absorbing surfaces. Far from the impurity, \(u\) decays like a dipole potential, as \(1/r^2\). Absorbing surfaces at distance \(L\) cancel it there by adding a term that is linear in position near the impurity and of order \(r/L^3\). The leading box error in \(F\) therefore falls as the inverse cube of the width. Removing that error gives:

| \(w_4/w_0\) | \(F\) |
|---:|---:|
| 0.25 | 0.906 |
| 0.5 | 0.843 |
| 1 | 0.762 |
| 2 | 0.672 |
| 4 | 0.591 |

These values lie between the limits 1 and \(3/7\). Easier re-entry lowers \(F\).

## When the seven rates differ

A second route also covers unequal dissociative rates. Let \(\phi(\mathbf r)\) be the expected total future \(x\) displacement of the impurity when the vacancy is at \(\mathbf r\). On the shell write \(\phi=\psi x_k\). An exchange moves the impurity by \(x_k\) and puts the vacancy at \(-\mathbf r_k\), where the expected future displacement is \(-\psi x_k\). For equal \(w_3\), balancing the expected changes gives

\[
w_2(1-2\psi)=7Fw_3\psi,
\qquad \psi=\frac{w_2}{2w_2+7Fw_3}.
\]

After one impurity jump, the sum of all later mean cosines is \(-\psi\). Hence \(f=1-2\psi\), which is the same formula. With unequal rates, the linear equations for \(\phi\) can be solved on the lattice, and \(f=1-2\psi\) still holds if the eight shell sites remain equivalent and the threefold symmetry about each jump direction is kept.

## Example in the regime of barium

Barium is a soft bcc metal with a lattice constant near 0.50 nm and a melting point near 1000 K, both rough values. Consider an unnamed impurity in it, with \(w_4=w_0\) and a common attempt frequency of 2.0 THz. The assumed energies are:

- host migration barrier \(E_0=0.40\) eV;
- exchange barrier \(E_2=0.34\) eV;
- binding energy \(E_b=0.06\) eV;
- vacancy formation energy \(E_f=0.80\) eV.

These are model inputs, not calculated properties of barium. Detailed balance gives the dissociation barrier \(E_3=E_0+E_b=0.46\) eV.

At 700 K, \(kT=0.06032\) eV. The rates are \(w_2=7.13\times10^9\) s\(^{-1}\) and \(w_3=9.75\times10^8\) s\(^{-1}\), with ratio 7.311. Thus

\[
f=\frac{5.331}{2(7.311)+5.331}=0.267 .
\]

The mean cosine of successive jumps is \(-7.311/(7.311+5.331)=-0.578\), a strong tendency to reverse.

The probability of a vacancy on one given neighbour site is \(p=e^{-(E_f-E_b)/kT}=4.70\times10^{-6}\). Eight neighbours and a squared jump length \(3a^2/4\) give

\[
D=\frac16(8pw_2)\frac{3a^2}{4}f=a^2pw_2f .
\]

With \(a=5.0\times10^{-8}\) cm, \(D=2.24\times10^{-11}\) cm\(^2\)/s. Keeping all energies fixed and changing the temperature gives:

| \(T\) (K) | \(f\) | \(D\) (cm\(^2\)/s) |
|---:|---:|---:|
| 500 | 0.141 | \(9.19\times10^{-15}\) |
| 700 | 0.267 | \(2.24\times10^{-11}\) |
| 900 | 0.362 | \(1.62\times10^{-9}\) |

Correlation also changes the apparent activation energy. With \(\beta=1/kT\) and \(w_2/w_3=e^{\beta(E_3-E_2)}\), differentiate \(1/f=1+2w_2/(7Fw_3)\) at constant \(F\):

\[
-\frac{d\ln f}{d\beta}
=f\left(\frac1f-1\right)(E_3-E_2)
=(1-f)(E_3-E_2).
\]

At 700 K this adds 0.088 eV to \(E_f-E_b+E_2=1.08\) eV. A single activation energy is therefore a local description, since \(f\) changes with temperature.

The model also limits how much a fast exchange can help. Host self-diffusion has \(D_0=a^2e^{-E_f/kT}w_0f_0\). Using \(e^{E_b/kT}w_3=w_0\),

\[
\frac{D}{D_0}=\frac{(2+7F)w_2}{2w_2+7Fw_3}
<1+\frac{7F}{2}=3.67 .
\]

The example gives 2.69. The bound holds for \(w_4=w_0\) and the stated energy model.

## Where a real metal may depart from this

Second neighbours in bcc are only about 15 percent farther away than first neighbours, so equal rates and equal outside energies deserve scrutiny. At 700 K, with the binding energy and \(w_2\) fixed, lowering all seven saddle energies by 0.03 eV multiplies both \(w_3\) and \(w_4\) by 1.644. Solving the lattice equations for \(\phi\), with the same box extrapolation, raises \(f\) from 0.267 to 0.354. Raising the saddles by 0.03 eV lowers it to 0.193. Lowering only the three saddles towards second neighbours gives 0.314. These three shifts of 0.03 eV move \(f\) by 17 to 33 percent. Other barriers weigh differently: the single saddle towards the fifth neighbour matters much less, while raising the exchange barrier by 0.03 eV divides \(w_2/w_3\) by 1.644 and, by the formula, gives \(f=0.375\), a change of 40 percent.

Other omissions have different sizes. A vacancy formation entropy of \(2k\), taken as an illustration, would multiply \(D\) by 7.4 without changing \(f\). A longer jump with a barrier 0.20 eV higher would have 3.6 percent of the rate of the shorter one, at equal attempt frequencies. That ratio is not the change in \(D\), which can be several times larger: a second-neighbour jump can move the vacancy between first-shell sites without dissociation, and it can exchange with the impurity over a longer distance. The leading tunnelling correction is \((h\nu/kT)^2/24\), where \(\nu\) is the magnitude of the imaginary frequency at the saddle. If that is taken equal to the attempt frequency, the correction is \(8\times10^{-4}\) of a rate. The chance of a second, independent vacancy on eight host sites is about \(1.4\times10^{-5}\). On the seven sites still free beside the impurity, with the same binding energy as for the first vacancy, it is about \(7p=3.3\times10^{-5}\). Both values support the dilute treatment here.

For the opening decision, the pure-crystal value is not a safe default. With \(w_4=w_0\), it is correct only when \(w_2=w_3\), and checking that takes at least an estimate of the dissociation barriers. If the estimate shows that \(2w_2\) is much smaller than \(7Fw_3\), then \(f\) is close to 1 and accurate dissociation barriers are not needed for it. Otherwise they should be calculated. With equal energies outside the first shell, subtracting the binding energy from them gives the association barriers. The host migration barrier is needed too, because the ratio \(w_4/w_0\) determines whether \(F=0.762\) may be used.
